# Energy released by steady delamination from a long film edge, part 1

(Sections cited here and not found follow in the second part.)

## Energy released at a long straight edge

### A film with zero Poisson ratio

Take a film of thickness \(h\) and Young's modulus \(E\) on a thick substrate. It is under the same tension \(\sigma\) in the two in-plane directions \(x\) and \(y\). Suppose first that its Poisson ratio is zero. The two directions then do not influence each other. Each behaves like a set of stretched springs with strain \(\sigma/E\), and each stores the energy per area

\[
\frac12\,\sigma\,\frac{\sigma}{E}\,h=\frac{\sigma^2h}{2E}.
\]

The total is \(\sigma^2h/E\). Now let the film come off the substrate along a long straight edge that runs in the \(y\) direction. The detached strip has a free end in the \(x\) direction, so it shortens and loses its \(x\) tension. It has no free end nearby in the \(y\) direction. Each piece of the strip has neighbours on both sides that are stretched just as it is, and the strip is joined to film that is still bonded. The \(y\) tension therefore stays, and the energy released per detached area is \(\sigma^2h/(2E)\), one half of what was stored.

For a Poisson ratio \(\nu\) other than zero, the fraction becomes \((1+\nu)/2\). The same picture holds, but shortening in \(x\) now also lowers the stress in \(y\), and this coupling has to be followed through the energy.

### Stress, strain and stored energy

The \(x\) axis is normal to the film edge and lies in the film plane, \(y\) runs along the edge, and \(z\) is normal to the film. The film is isotropic and linearly elastic, and its initial stress is uniform through the thickness. Tension is positive. Film strains \(e_x,e_y,e_z\) are measured from the stress-free film, so that zero strain means zero stress. Energies are per unit area of interface.

The top surface carries no load, so \(\sigma_z=0\) in the flat film. Hooke's law then reads

\[
e_x=\frac{\sigma_x-\nu\sigma_y}{E},\qquad
e_y=\frac{\sigma_y-\nu\sigma_x}{E}.
\]

The strain \(e_z=-\nu(\sigma_x+\sigma_y)/E\) is not zero, but it contributes no energy, because the stress that would do work on it vanishes. The energy per volume is half the sum of stress times strain:

\[
w=\frac12(\sigma_xe_x+\sigma_ye_y)
=\frac{\sigma_x^2+\sigma_y^2-2\nu\sigma_x\sigma_y}{2E}.
\]

The cross term appears twice, once from each product, which gives the factor \(2\nu\).

In the bonded film \(\sigma_x=\sigma_y=\sigma\). Both in-plane strains equal the mismatch strain

\[
e=\frac{(1-\nu)\sigma}{E},
\]

which is the stretch the film needs in order to fit the substrate. The stored energy per area is

\[
U=h\,w(\sigma,\sigma)
=h\,\frac{2\sigma^2-2\nu\sigma^2}{2E}
=\frac{(1-\nu)\sigma^2h}{E}.
\]

The substrate is taken to be so thick, or so firmly held, that its own energy far from the crack is negligible. The second half gives the size of this correction for a free wafer.

### Why the crack-tip field is not needed

Let the film edge be at \(x=0\) and the crack tip at \(x=a\), so that the film is detached for \(0<x<a\) and bonded for \(x>a\). Let \(\Pi(a)\) be the elastic energy of film and substrate per unit length along \(y\). The outer boundaries are either fixed or free of load, so no external work is done when the crack grows. The energy released per new crack area is then

\[
G=-\frac{d\Pi}{da}.
\]

This is a driving force. It is distinct from the interface toughness \(\Gamma\), which is the energy the interface demands per area. The crack can advance when \(G\) reaches \(\Gamma\).

Near the tip the stresses are complicated: they are concentrated, they reach into the substrate, and they depend on both sets of elastic constants. They need not be found. Let \(P\) be the energy summed through the thickness of film and substrate, per unit area in the \(xy\) plane. When the detached strip and the bonded part are both long, the pattern of stress travels with the tip without changing shape. Then \(P\) depends on position only through the distance from the tip, \(\xi=x-a\). This is the meaning of steady delamination.

Let \(x=L\) mark a fixed section inside the bonded film, far ahead of the tip. The material beyond it keeps its energy when the tip advances, so it adds only a constant to \(\Pi\), which is left out. The substrate beyond the film edge, at \(x<0\), is left out for the moment, and its contribution is restored below. With \(\xi\) as the variable of integration,

\[
\Pi(a)=\int_0^L P(x-a)\,dx=\int_{-a}^{L-a}P(\xi)\,d\xi .
\]

The tip position now appears only in the limits. Both limits move by \(-da\) when the tip moves by \(da\), so

\[
\frac{d\Pi}{da}=-P(L-a)+P(-a).
\]

The first value is taken far ahead of the tip, where the film is in its initial state and \(P=U\). The second is taken far behind, where the film is detached and its energy per area is called \(U_d\). The substrate under the strip adds a part \(P_s(-a)\). On a deep substrate this part falls only as \(1/a\), because the tip loads the substrate with the force \(\sigma h\) per unit length. The substrate at \(x<0\) holds the integral of \(P_s\) from its far end up to \(\xi=-a\). This energy need not be small, but its derivative with respect to \(a\) is \(-P_s(-a)\), apart from the negligible value at the far end. The two substrate terms cancel, provided the substrate continues well beyond the film edge. Hence

\[
G=U-U_d .
\]

In words, an advance \(da\) removes a column of bonded film far ahead and adds a column of detached film far behind. The tip region is carried along and keeps its energy. The substrate stiffness changes the size and the content of the tip region, but neither of the two end values, so it drops out of \(G\).

### The state of the detached strip

Two facts fix the stress far behind the tip.

The first is balance of forces. Consider the piece of strip between the free edge and a section at \(x\), far from the tip. Its edge and both its faces carry no load, and its state does not vary along \(y\). Nothing can balance a net force or a bending moment on the section, so both vanish. Because the initial stress is uniform through the thickness, a uniform shortening removes \(\sigma_x\) at every height, and

\[
\sigma_x=0 .
\]

The second is the length of the edge. Measure displacements from the bonded state. Along a very long edge, every position \(y\) is equivalent to every other. A uniform extra strain along \(y\), or an in-plane bending of the strip, would need displacements that grow with \(y\). They would pull the strip away from the bonded film at the front, which does not move in that way. The added strain along \(y\) is therefore zero, and the film keeps its mismatch strain in that direction:

\[
e_y=e .
\]

This step uses the long edge. It fails near the two ends of an edge of finite length, a case taken up in the second half.

With \(\sigma_x=0\), Hooke's law for \(y\) becomes \(e=\sigma_y/E\), so

\[
\sigma_y=Ee=(1-\nu)\sigma .
\]

The stress along the edge falls from \(\sigma\) to \((1-\nu)\sigma\), although the strain in that direction has not changed. The reason is the shortening in \(x\): it would make a free film expand along \(y\), and this relieves part of the tension there. The \(x\) strain itself becomes

\[
e_x=-\frac{\nu\sigma_y}{E}=-\nu e .
\]

It was \(+e\) before, so the strip shortens by \((1+\nu)e\) per unit length. These strains are uniform, so the strip can take them while staying flat, and its end needs no further correction.

The remaining energy is that of a film under the single stress \(\sigma_y=Ee\):

\[
U_d=\frac h2\,\sigma_y e=\frac{hEe^2}{2}
=\frac{(1-\nu)^2\sigma^2h}{2E}.
\]

Divided by \(U\), this is

\[
\frac{U_d}{U}=\frac{(1-\nu)^2}{2(1-\nu)}=\frac{1-\nu}{2}.
\]

### The released energy

Subtraction gives

\[
G=\frac{(1-\nu)\sigma^2h}{E}-\frac{(1-\nu)^2\sigma^2h}{2E}
=\frac{(1-\nu)\sigma^2h}{2E}\,\bigl[2-(1-\nu)\bigr].
\]

The bracket equals \(1+\nu\), so

\[
\boxed{\,G=\frac{(1-\nu^2)\sigma^2h}{2E},\qquad
\frac GU=\frac{1+\nu}{2}\,}
\]

A second route gives the same value and shows what the energy is. Imagine the detached strip being pulled back to its bonded length while \(e_y\) is held at \(e\). The force per unit edge length rises linearly from zero to \(\sigma h\), over a stretch \((1+\nu)e\) per unit length. The work per area is half the product:

\[
\frac12\,\sigma h\,(1+\nu)e
=\frac12\,\sigma h\,(1+\nu)\frac{(1-\nu)\sigma}{E}
=\frac{(1-\nu^2)\sigma^2h}{2E}.
\]

No work is done along \(y\), because nothing moves in that direction. \(G\) is thus the work needed to restore the one strain that the edge was able to relax.

For \(\nu=0\) the fraction is one half, as in the opening case. For \(\nu=1/2\), the incompressible limit, it is three quarters. The fraction rises with \(\nu\) because the shortening in \(x\) also removes more of the stress in \(y\).

If the known input is the mismatch strain, \(\sigma=Ee/(1-\nu)\) is inserted:

\[
G=\frac{1-\nu^2}{2E}\,\frac{E^2e^2h}{(1-\nu)^2}
=\frac{(1+\nu)Ee^2h}{2(1-\nu)} .
\]

The last form follows from \(1-\nu^2=(1-\nu)(1+\nu)\).

### Unequal initial stresses

The derivation extends to a film whose initial stresses \(\sigma_x\) and \(\sigma_y\) differ, with no initial shear stress on the edge direction. Keeping \(e_y\) fixed while \(\sigma_x\) goes to zero requires

\[
\sigma_y'=\sigma_y-\nu\sigma_x ,
\]

because \(Ee_y=\sigma_y-\nu\sigma_x\) must equal the new \(\sigma_y'\). The energy released is

\[
G=\frac{h}{2E}\Bigl[\sigma_x^2+\sigma_y^2-2\nu\sigma_x\sigma_y-(\sigma_y-\nu\sigma_x)^2\Bigr].
\]

The square expands to \(\sigma_y^2-2\nu\sigma_x\sigma_y+\nu^2\sigma_x^2\). The terms containing \(\sigma_y\) cancel, and

\[
G=\frac{(1-\nu^2)\sigma_x^2h}{2E}.
\]

The driving force at a long edge depends on the stress normal to that edge alone. The fraction \((1+\nu)/2\), in contrast, belongs to the equibiaxial film, since \(U\) contains both stresses.

### Numerical test of the energy balance

A finite-element calculation of the film, the substrate and the crack tests the steady-state argument. The total energy was computed for detached lengths of \(8h\) and \(8.25h\), and \(G\) was taken from the difference. The substrate was \(6h\) deep with a clamped base, and the strain along \(y\) was held at its initial value. With \(\nu=0.28\), substrate moduli of 0.3, 0.402 and 3 times the film modulus all gave \(G/U=0.640\), the predicted value. With \(\nu=0\) and \(\nu=0.45\) the results were 0.500 and 0.725, again as predicted. The allowed deviation was 0.001. In the strip the stress along the edge was \(0.720\,\sigma\), which is \((1-\nu)\sigma\), and the stress normal to the edge vanished to the four decimals given.

The steady value is reached early. For the modulus ratio 0.402, \(G\) is already 0.996 of its steady value at \(a=0.625h\), and 0.999 at \(a=1.125h\). The first value depends on the mesh, and a finer one raises it by about 0.002. Shorter cracks were not computed.

The calculation also bears on the sign of the stress. For the modulus ratio 0.402 and \(\nu=0.28\), the crack faces under tension were apart along the whole detached length. At the mesh node nearest to the tip, \(0.25h\) behind it, the computed gap was \(0.663\,\sigma h/E\). The mesh is coarse there, so this number shows the sign of the opening and only roughly its size; a finer mesh raises it to about \(0.78\,\sigma h/E\). At the tip itself the gap closes to zero. In a linear calculation, reversing the sign of \(\sigma\) reverses this gap, so a film under compression would be pushed into the substrate. Contact, friction or buckling must then be modelled. The formula contains \(\sigma^2\), but its use here is restricted to tension.

## Using the result for a real film

### Symbols and results carried over

The film has thickness \(h\), modulus \(E\), Poisson ratio \(\nu\) and equibiaxial tension \(\sigma\). Its mismatch strain is \(e=(1-\nu)\sigma/E\). The detached length normal to the edge is \(a\). The stored energy, the energy left after detachment and the energy released per area are

\[
U=\frac{(1-\nu)\sigma^2h}{E},\qquad
U_d=\frac{1-\nu}{2}\,U,\qquad
G=\frac{(1-\nu^2)\sigma^2h}{2E}=\frac{1+\nu}{2}\,U .
\]

They hold for steady growth from a long straight edge. The detached strip keeps the stress \((1-\nu)\sigma\) along the edge.

### Critical thickness

A steady crack can run when \(G\) equals the interface toughness \(\Gamma\). Solving for the thickness at fixed stress gives

\[
h_c=\frac{2E\Gamma}{(1-\nu^2)\sigma^2}.
\]

The toughness of an interface generally depends on the proportion of opening to shear at the tip, so \(\Gamma\) must refer to the proportion present here. Since \(G\) no longer depends on \(a\) in steady state, a crack that has started under constant \(\sigma\) and \(\Gamma\) is not stopped by its own growth.

If the whole stored energy \(U\) were set equal to \(\Gamma\), the result would be

\[
h_U=\frac{E\Gamma}{(1-\nu)\sigma^2},\qquad
\frac{h_U}{h_c}=\frac{1-\nu^2}{2(1-\nu)}=\frac{1+\nu}{2}.
\]

For a long edge this thickness is too small. The opposite error arises when \(\Gamma\) is inferred from a film that has just begun to peel: equating \(\Gamma\) to \(U\) overstates it by the factor \(2/(1+\nu)\).

Steady delamination from a long straight edge releases the fraction \((1+\nu)/2\) of the energy stored in an equally tensioned film, and this fixes the critical thickness \(h_c\). What remains is to apply the result to a tungsten film on silicon and to examine edges of finite length, the effects left out of the formula and cracks through the film.
